# Why a Time-Slice Sum Is Not the Matsubara Green's Function

**Q:** I have a fermionic Green's function $G(\tau)$ on $L=32$ equally spaced imaginary times. A discrete Fourier transform turns it into $G(i\omega_n)$, and Dyson's equation then gives the self-energy. The transform loses no information, so what could go wrong?

**A:** Let us first fix what you want to compute. For one orbital with operator $c$, let $K=H-\mu N$, $c(\tau)=e^{K\tau/\hbar}c\,e^{-K\tau/\hbar}$ and $\beta=1/(k_BT)$. On $0<\tau<B$, with $B=\hbar\beta$,

$$G(\tau)=-\langle c(\tau)c^\dagger\rangle,\qquad G(i\omega_n)=\int_0^B d\tau\,e^{i\omega_n\tau}G(\tau),\qquad \omega_n=\frac{(2n+1)\pi}{B}.$$

So $G(\tau)$ is a pure number and $G(i\omega_n)$ is a time. With $h=B/L$ and $\tau_l=lh$, your transform is

$$D_n=h\sum_{l=0}^{L-1}e^{i\omega_n\tau_l}G(\tau_l),$$

where $G(\tau_0)$ means $G(0^+)$. What happens if you replace $n$ by $n+L$?

**Q:** The frequency grows by $2\pi L/B=2\pi/h$. Each phase gains a factor $e^{2\pi i l}=1$, so $D_{n+L}=D_n$. But $G(i\omega_n)$ should decay.

**A:** It should, and one partial integration shows how. Since $e^{i\omega_nB}=-1$,

$$G(i\omega_n)=-\frac{G(0^+)+G(B^-)}{i\omega_n}-\frac1{i\omega_n}\int_0^B d\tau\,e^{i\omega_n\tau}G'(\tau).$$

By cyclicity of the trace, $G(B^-)=-\langle c^\dagger c\rangle$, while $G(0^+)=-\langle cc^\dagger\rangle$. Their sum is $-\langle\{c,c^\dagger\}\rangle=-1$, so the leading tail is $1/(i\omega_n)$. A nonzero periodic sequence cannot have it.

Your remark about information is correct, but it concerns the samples. Orthogonality of the phases gives

$$\frac1B\sum_{n=0}^{L-1}e^{-i\omega_n\tau_l}D_n=\frac hB\sum_{k=0}^{L-1}G(\tau_k)e^{i\pi(k-l)/L}\sum_{n=0}^{L-1}e^{2\pi i n(k-l)/L}=G(\tau_l),$$

because the last sum is $L\delta_{kl}$ and $hL=B$. You can recover the samples from $D_n$. The integral also needs $G$ between them.

**Q:** Then I shall keep the $L$ frequencies around zero, where $D_n$ should be good, and attach $1/(i\omega_n)$ outside.

**A:** Test that on a single level of energy $\varepsilon$, measured from $\mu$. Its occupation is $1/(1+e^{\beta\varepsilon})$, so $G(\tau)=-e^{-\varepsilon\tau/\hbar}/(1+e^{-\beta\varepsilon})$, and the integral is $1/(i\omega_n-\varepsilon/\hbar)$. With $z=(i\omega_n-\varepsilon/\hbar)h$, the slice sum is geometric:

$$D_n=-\frac{h}{1+e^{-\beta\varepsilon}}\,\frac{1-e^{zL}}{1-e^z}=-\frac h{1-e^z},$$

since $e^{zL}=e^{i\omega_nB}e^{-\beta\varepsilon}=-e^{-\beta\varepsilon}$. The trapezoidal rule gives both ends half weight. It differs from $D_n$ by $\tfrac h2[-G(0^+)+e^{i\omega_nB}G(B^-)]=+\tfrac h2$. Hence

$$D_n+\frac h2=\frac h2\,\frac{e^z+1}{e^z-1}=\frac h2\coth\frac z2=\frac1{i\omega_n-\varepsilon/\hbar}+\frac{h^2}{12}\Big(i\omega_n-\frac\varepsilon\hbar\Big)+\dots$$

The last step uses $\coth x=1/x+x/3+\dots$ and needs $|z|\ll1$. So the slice sum is good at low frequency, apart from a constant $-h/2$.

**Q:** And near the edge of my window?

**A:** The edge is the Nyquist frequency $\pi/h$. Suppose $|\varepsilon|h/\hbar\ll1$. Near the edge this means $|\varepsilon|/\hbar\ll\omega_n$, so $\varepsilon$ can be dropped from $z$. Put $x=\omega_nh/2$. Then $\coth(ix)=-i\cot x$, so the imaginary part is $-(h/2)\cot x$ instead of $-1/\omega_n$. The fraction kept is

$$\frac{(h/2)\cot x}{1/\omega_n}=x\cot x.$$

At half the Nyquist frequency, $x=\pi/4$ and the fraction is $\pi/4\approx0.79$. At the Nyquist frequency, $x=\pi/2$ and it is zero. The tail is damaged well inside your window.

**Q:** Would more slices cure it?

**A:** They cure any fixed frequency, but they also move the edge. The fraction depends on $\omega_nh$, so the same part of each larger window is damaged.

Aliasing explains the loss. The inverse series $G(\tau)=B^{-1}\sum_k e^{-i\omega_k\tau}G(i\omega_k)$, summed symmetrically, gives the mean of the two limits at $\tau=0$. Since $G(0^-)=-G(B^-)=1+G(0^+)$, that mean is $G(0^+)+\tfrac12$. Using the series for every sample therefore produces $D_n+h/2$:

$$D_n+\frac h2=\frac hB\sum_kG(i\omega_k)\sum_{l=0}^{L-1}e^{2\pi i(n-k)l/L}=\sum_{m=-\infty}^{\infty}G(i\omega_{n+mL}).$$

The inner sum is $L$ for $k=n+mL$ and zero otherwise. Just below the Nyquist frequency, the image $m=-1$ lies at almost the opposite frequency. The two imaginary parts nearly cancel.

**Q:** Can you show me this with interactions, where I need the self-energy?

**A:** Take the Hubbard atom, $K=-\mu(n_\uparrow+n_\downarrow)+Un_\uparrow n_\downarrow$, with round parameters $U=2$ eV, $\mu=0.1$ eV and $T=1000$ K. Then $k_BT=0.08617$ eV, $B=7.638$ fs and $h=0.2387$ fs for $L=32$.

An electron of one spin sees a level at $-\mu$ if the other spin is absent and at $U-\mu$ if it is present. With $\nu$ the occupation per spin,

$$G(i\omega_n)=\frac{1-\nu}{i\omega_n+\mu/\hbar}+\frac{\nu}{i\omega_n-(U-\mu)/\hbar},\qquad \nu=\frac{e^{\beta\mu}+e^{\beta(2\mu-U)}}{1+2e^{\beta\mu}+e^{\beta(2\mu-U)}}=0.4323.$$

$G(\tau)$ is the same weighted sum of single-level functions, and its values at the $\tau_l$ are the data. The results in fs are:

| $n$ | $G(i\omega_n)$ | $D_n$ |
|---|---|---|
| 0 | $0.302-1.236i$ | $0.177-1.234i$ |
| 15 | $-0.0068-0.0768i$ | $-0.1353-0.0056i$ |
| 32 | $-0.0016-0.0372i$ | $0.177-1.234i$ |

At $n=0$ the error is almost all in the real part, $-0.125$ fs, of which $-h/2=-0.119$ fs. At $n=32$ the value of $n=0$ has returned. At $n=15$, just below the Nyquist frequency of $13.16$ fs$^{-1}$, 7% of the imaginary part is left. The main image is $n=-17$, where $G$ is the complex conjugate of its value at $n=16$, with imaginary part $+0.0723$ fs. The two terms add to $-0.0768+0.0723=-0.0045$ fs; the other images bring this to $-0.0056$ fs. With $L=512$, the fraction left just below the new Nyquist frequency is 0.5%.

**Q:** How badly does that hurt the self-energy?

**A:** Define it by $\hbar/G=i\hbar\omega_n+\mu-\Sigma$, so that it includes the mean-field shift. With $X=i\hbar\omega_n+\mu$, combining the two poles gives

$$\frac G\hbar=\frac{1-\nu}{X}+\frac{\nu}{X-U}=\frac{X-U(1-\nu)}{X(X-U)},$$

$$\Sigma=X-\frac{X(X-U)}{X-U(1-\nu)}=\frac{U\nu X}{X-U(1-\nu)}=U\nu+\frac{U^2\nu(1-\nu)}{i\hbar\omega_n+\mu-U(1-\nu)}.$$

At $n=15$ this is $0.850-0.115i$ eV. Using $D_n$ for $G$ gives $4.96+8.19i$ eV. Here even the sign of the imaginary part is wrong: the exact formula makes it negative for $\omega_n>0$. The sign comes from the real offset $-h/2$, which dominates $D_{15}$ in the table. Then $\hbar/D_{15}\approx-4.86+0.20i$ eV is almost real and no longer cancels $i\hbar\omega_{15}=8.39i$ eV, which is left over in $\Sigma$. Removing the offset alone is no cure: $D_{15}+h/2=-0.0159-0.0056i$ fs still lacks most of the imaginary part and gives $\Sigma\approx36.9-4.5i$ eV.

**Q:** So I should interpolate between the slices and integrate the interpolant. Must it be something elaborate to restore $1/(i\omega_n)$?

**A:** No. Straight lines suffice for that term. They are continuous on $[0,B]$ and their end values sum to $-1$, so the partial integration above gives $1/(i\omega_n)$. Their slopes are constant in each interval, so the remaining integral gives a bounded function divided by $\omega_n^2$. At $n=400$, Gauss–Legendre quadrature of the straight-line interpolant gives $i\omega_nG=1.000-0.003i$. The slice sum repeats $D_{16}$ there and gives $i\omega_nD_n=-1.8-44.6i$.

For $\Sigma$ you need more terms. Two further partial integrations give

$$G(i\omega_n)=\frac{c_1}{i\omega_n}+\frac{c_2}{(i\omega_n)^2}+\frac{c_3}{(i\omega_n)^3}-\frac1{(i\omega_n)^3}\int_0^Bd\tau\,e^{i\omega_n\tau}G'''(\tau),$$

$$c_1=1,\qquad c_2=G'(0^+)+G'(B^-),\qquad c_3=-[G''(0^+)+G''(B^-)].$$

Each integration contributes a factor $-1/(i\omega_n)$, and each upper limit a factor $-1$, which fixes these signs. Now invert the series:

$$\frac1G=i\omega_n\Big[1+\frac{c_2}{i\omega_n}+\frac{c_3}{(i\omega_n)^2}+\dots\Big]^{-1}=i\omega_n-c_2-\frac{c_3-c_2^2}{i\omega_n}+\dots,$$

$$\Sigma=\mu+\hbar c_2+\frac{\hbar^2(c_3-c_2^2)}{i\hbar\omega_n}+\dots$$

The coefficient $c_2$ sets the high-frequency constant of $\Sigma$, and $c_3$ enters its first decaying term. I shall call the $c_k$ moments: for a sum of poles, expanding each in $1/(i\omega_n)$ shows that $c_1$, $\hbar c_2$ and $\hbar^2c_3$ are the weighted sums of the zeroth, first and second powers of the pole energies.

**Q:** But $c_2$ and $c_3$ contain derivatives at the ends, which I do not have.

**A:** The equation of motion supplies their sums. From $dc/d\tau=[K,c]/\hbar=-[c,K]/\hbar$,

$$G'(0^+)=\frac{\langle[c,K]c^\dagger\rangle}\hbar,\qquad G'(B^-)=-G'(0^-)=\frac{\langle c^\dagger[c,K]\rangle}\hbar.$$

The second relation uses $G(\tau-B)=-G(\tau)$ and $G(\tau)=+\langle c^\dagger c(\tau)\rangle$ for $\tau<0$. Adding them gives the first result below. A second derivative brings a second commutator and another minus sign, which gives the other:

$$c_2=\frac{\langle\{[c,K],c^\dagger\}\rangle}{\hbar},\qquad c_3=\frac{\langle\{[[c,K],K],c^\dagger\}\rangle}{\hbar^2}.$$

For the atom, $[c_\sigma,K]=(-\mu+Un_{-\sigma})c_\sigma$, and the bracket commutes with both $K$ and $c_\sigma$. The second commutator therefore squares it. Since $n_{-\sigma}$ is 0 or 1,

$$\hbar c_2=-\mu+U\nu=-0.1+2(0.432275)=0.76455\ \text{eV},$$

$$\hbar^2c_3=(1-\nu)\mu^2+\nu(U-\mu)^2=0.5677(0.01)+0.43228(3.61)=1.566\ \text{eV}^2.$$

You do not need $\nu$ from elsewhere: with equal spin occupations, it is $-G(B^-)$, which equals $1+G(0^+)$ and so follows from your first sample.

**Q:** How do these numbers enter the spline?

**A:** Write $g_l=G(\tau_l)$ for $l=0,\dots,L$, with $g_L=G(B^-)$, and let $M_l$ be the unknown curvature at $\tau_l$. In interval $l$, with $u=\tau-\tau_l$,

$$S=g_l+p_lu+\tfrac12M_lu^2+\tfrac16s_lu^3,\qquad s_l=\frac{M_{l+1}-M_l}h.$$

Requiring $S=g_{l+1}$ at $u=h$ fixes the initial slope $p_l$. The final slope $q_l$ is then $p_l+hM_l+\tfrac12h^2s_l$:

$$p_l=\frac{g_{l+1}-g_l}h-\frac h6(2M_l+M_{l+1}),\qquad q_l=\frac{g_{l+1}-g_l}h+\frac h6(M_l+2M_{l+1}).$$

Equal slopes at each inner knot, $q_{l-1}=p_l$, require

$$\frac h6(M_{l-1}+4M_l+M_{l+1})=\frac{g_{l+1}-2g_l+g_{l-1}}h,\qquad l=1,\dots,L-1.$$

These are $L-1$ equations for $L+1$ curvatures. The moments supply the missing two:

$$p_0+q_{L-1}=c_2,\qquad M_0+M_L=-c_3.$$

Solve this linear system numerically. The Fourier integral of the spline then needs no quadrature. $S$, $S'$ and $S''$ are continuous, so inner boundary terms cancel in the first three partial integrations, and $S'''=s_l$ is constant in each interval:

$$F_n=\frac1{i\omega_n}+\frac{c_2}{(i\omega_n)^2}+\frac{c_3}{(i\omega_n)^3}+\frac{R_n}{(i\omega_n)^4},$$

$$R_n=-\sum_{l=0}^{L-1}s_l\big(e^{i\omega_n\tau_{l+1}}-e^{i\omega_n\tau_l}\big).$$

**Q:** $R_n$ contains phases at the knots alone. It is periodic in $n$ again!

**A:** Yes, but now it is divided by $\omega_n^4$. The periodic part has become a correction that dies out beyond the three known terms.

In the example, $F_{15}=-0.0068-0.0767i$ fs, against the exact $-0.0068-0.0768i$ fs. The self-energy at $n=15$ becomes $0.852-0.123i$ eV. Its imaginary part is still off by 7% of the exact imaginary part, since inversion magnifies small errors. Over $0\le n<128$, up to about eight times the Nyquist frequency, the largest error of $\Sigma$ in absolute value is $0.011$ eV. It occurs at $n=30$, near twice the Nyquist frequency, and the relative error of the imaginary part peaks at 12% at $n=26$.

**Q:** Would a natural spline, with $M_0=M_L=0$, not be simpler?

**A:** It keeps $1/(i\omega_n)$ but forces $c_3=0$, and its end slopes do not have the right sum. Here they give $\hbar c_2=0.607$ eV instead of $0.765$ eV. The high-frequency constant of $\Sigma$ becomes $0.1+0.607=0.707$ eV, whereas the exact one is $U\nu=0.865$ eV.

The next term is worse. The exact coefficient of $1/(i\hbar\omega_n)$ is $\hbar^2(c_3-c_2^2)=1.56619-0.76455^2=0.982$ eV$^2$. This is the variance of the two pole energies with weights $1-\nu$ and $\nu$, so it cannot be negative. The natural spline gives $-0.607^2=-0.368$ eV$^2$. At high positive frequency its self-energy has a positive imaginary part, as no causal self-energy can. Evaluated at $n=20000$, the constrained spline gives $0.865$ eV and $0.982$ eV$^2$ for the two quantities.

**Q:** If I care about the lowest frequency alone, does the choice matter?

**A:** Less, but it is visible. These are the absolute errors at $n=0$ for $L=32$, where $|G|$ is about $1.27$ fs. The order is the power of $h$ found by comparing $L=128$ with $L=256$.

| Method | Error (fs) | Order |
|---|---|---|
| Slice sum | $0.125$ | 1.0 |
| Trapezoidal rule | $5.8\times10^{-3}$ | 2.0 |
| Natural spline | $1.1\times10^{-3}$ | 3.0 |
| Constrained spline | $4.6\times10^{-5}$ | 4.0 |

The first two orders follow from the expansion of $\coth(z/2)$. The spline orders are numerical findings for this atom.

**Q:** When will the constrained spline fail me?

**A:** When the slices do not resolve $G(\tau)$. A level at $\varepsilon$ changes it by a factor $e^{-\varepsilon h/\hbar}$ per slice, so as a rule of thumb $|\varepsilon|h/\hbar$ should stay below about one, and lower still if you want $\Sigma$ near or somewhat above the Nyquist frequency, where the example above already left errors of up to 12% in the imaginary part. Here the upper level gives $1.9\times0.2387/0.6582=0.69$. If this number is large, the tail is still right, but the frequencies near the Nyquist frequency are not. In this atom the lowest frequency suffers far less: raising $U$ until the number is 4 leaves $F_{15}$ off by about half of $|G|$, but $F_0$ by only about 0.5%.

Noise is the other limit. Dividing the slope equations by $h$ puts second differences over $h^2$ on the right, so independent errors of size $\delta$ in the data enter the curvatures as $\delta/h^2$ times a numerical factor, about 5 to 7 in the root mean square. The moment conditions fix only the sum of the end slopes and the sum of the end curvatures; they do not remove noise from the samples, nor from $M_0$ and $M_L$ separately. If $\nu$ is taken from the first sample, the two sums are noisy as well: an error $\delta$ in $\nu$ shifts $\hbar c_2$ by $U\delta$ and $\hbar^2c_3$ by $U(U-2\mu)\delta$.
